**Russian roulette with survival probability 1/5: mean weight 1, variance 4**

A history of weight 1 continues with weight 5 with probability 1/5 and otherwise ends; its new weight W has mean 1 and variance 4. For a later score X independent of the draw, WX keeps the mean of X and has variance Var X + 4E[X²]. The program asserts the weight moments by exact enumeration for several starting weights and survival probabilities, and compares random samples of weights, run totals and scores with the predictions within five estimated standard errors. It also asserts that using one random number for both survival and depth biases the score, and that roulette of every history gives no efficiency gain in the enumerated cases. In the boron-in-silicon example with 10,000 histories, roulette raises the relative error of the 150–160 nm bin from 4.2 % to 9.7 %. When only non-channelled ions play, the efficiency for the 250–260 nm bin improves by a factor of 2.7 at equal cost per followed history. The last part of the output sizes neglected effects from rough model inputs, among them skewness, channelling, annealing and damage.

## Numerical check

```python
"""
Russian roulette: a history of weight 1 survives with probability 1/5 and
weight 5, otherwise it ends with weight 0. Result under test: the new weight W
has mean 1 and variance 4. For a later score X independent of the roulette
draw, W*X has mean E[X] and variance Var X + 4 E[X^2].
Example: depth scores of boron implanted into silicon (rough model values).
q = probability that an ion stops in a chosen depth bin.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ndtri
from scipy.stats import norm

rng = np.random.default_rng(20417)


def outcome_moments(values, probabilities):
    """Mean and variance from the definition, by summing over outcomes."""
    mean = sum(v * p for v, p in zip(values, probabilities))
    variance = sum((v - mean)**2 * p for v, p in zip(values, probabilities))
    return mean, variance


def check_sample(sample, mean, variance):
    """Compare sample moments with predictions within 5 standard errors."""
    n = sample.size
    sample_mean = sample.mean()
    squares = (sample - sample_mean)**2
    sample_variance = squares.mean()
    error_mean = np.sqrt(sample_variance / n)
    error_variance = squares.std() / np.sqrt(n)
    assert abs(sample_mean - mean) < 5 * error_mean
    assert abs(sample_variance - variance) < 5 * error_variance
    return sample_mean, sample_variance


def roulette_weights(n):
    return np.where(rng.random(n) < 0.2, 5.0, 0.0)


# Exact enumeration of the weight, for the stated case and for others
survival = Fraction(1, 5)
weight_mean, weight_variance = outcome_moments(
    [Fraction(5), Fraction(0)], [survival, 1 - survival])
assert weight_mean == 1 and weight_variance == 4
for w in (Fraction(1), Fraction(3, 2), Fraction(7)):
    for p in (Fraction(1, 10), Fraction(1, 5), Fraction(2, 3), Fraction(1)):
        m, v = outcome_moments([w / p, Fraction(0)], [p, 1 - p])
        assert m == w and v == w**2 * (1 / p - 1)

# Random sampling of single weights and of the total weight of a run
n_sample = 2_000_000
sampled_mean, sampled_variance = check_sample(roulette_weights(n_sample), 1, 4)
histories = 10_000
n_runs = 2000
totals = np.array([roulette_weights(histories).sum() for _ in range(n_runs)])
check_sample(totals, histories, 4 * histories)
total_sd = np.sqrt(4 * histories)

# Gaussian depth model, lengths in nm, dose in cm^-2
energy_keV = 30.0
depth_mean, straggle, dose = 110.0, 40.0, 1e13
bin_low, bin_high = 150.0, 160.0


def gaussian_bin(low, high, sd=straggle):
    return norm.cdf(high, depth_mean, sd) - norm.cdf(low, depth_mean, sd)


q = gaussian_bin(bin_low, bin_high)
depths = rng.normal(depth_mean, straggle, n_sample)
in_bin = ((depths >= bin_low) & (depths < bin_high)).astype(float)
weights = roulette_weights(n_sample)
variance_plain = q - q**2
variance_roulette = 5 * q - q**2
check_sample(in_bin, q, variance_plain)
check_sample(weights * in_bin, q, variance_roulette)
# A non-binary score: the depth itself
check_sample(weights * depths, depth_mean,
             straggle**2 + 4 * (depth_mean**2 + straggle**2))

concentration = dose * q / ((bin_high - bin_low) * 1e-7)
error_plain = np.sqrt(variance_plain / histories) / q
error_roulette = np.sqrt(variance_roulette / histories) / q

# Fault: the same random number decides both survival and depth
u = rng.random(1_000_000)
shared_depth = depth_mean + straggle * ndtri(u)
shared_weight = np.where(u < 0.2, 5.0, 0.0)
mirror_low, mirror_high = 2 * depth_mean - bin_high, 2 * depth_mean - bin_low
biased_deep = np.mean(
    shared_weight * ((shared_depth >= bin_low) & (shared_depth < bin_high)))
biased_shallow = np.mean(
    shared_weight * ((shared_depth >= mirror_low) & (shared_depth < mirror_high)))
assert biased_deep == 0
assert abs(biased_shallow / q - 5) < 0.1  # sampling error is about 0.02

# Roulette of every history cannot lower variance times computing time
for hit in (1e-4, 0.01, q, 0.5, 0.95):
    _, plain = outcome_moments([1, 0], [hit, 1 - hit])
    _, played = outcome_moments([5, 0], [hit / 5, 1 - hit / 5])
    for time_before in (0.0, 0.3, 0.8):
        time_ratio = time_before + (1 - time_before) / 5
        assert played / plain * time_ratio > 1
uniform_work = variance_roulette / variance_plain / 5

# Selective roulette: channelled ions are always kept, the others play
channelled, tail_length = 0.10, 60.0
deep_low, deep_high = 250.0, 260.0


def tail_bin(low, high):
    return (np.exp(-(low - depth_mean) / tail_length)
            - np.exp(-(high - depth_mean) / tail_length))


q_random = gaussian_bin(deep_low, deep_high)
q_channelled = tail_bin(deep_low, deep_high)
q_deep = channelled * q_channelled + (1 - channelled) * q_random
deep_plain = q_deep - q_deep**2
deep_selective = deep_plain + 4 * (1 - channelled) * q_random
n_deep = 4_000_000
is_channelled = rng.random(n_deep) < channelled
deep_depth = np.where(is_channelled,
                      depth_mean + rng.exponential(tail_length, n_deep),
                      rng.normal(depth_mean, straggle, n_deep))
deep_score = ((deep_depth >= deep_low) & (deep_depth < deep_high)).astype(float)
deep_weight = np.where(is_channelled, 1.0, roulette_weights(n_deep))
check_sample(deep_score, q_deep, deep_plain)
check_sample(deep_weight * deep_score, q_deep, deep_selective)


def selective_gain(channelled_cost):
    kept = channelled * channelled_cost
    time_ratio = (kept + (1 - channelled) / 5) / (kept + 1 - channelled)
    return deep_plain / (deep_selective * time_ratio)


gain_equal, gain_double = selective_gain(1.0), selective_gain(2.0)
assert gain_equal > 1 and gain_double > 1

# Sizes of neglected effects, with rough model inputs
outside_surface = norm.cdf(0, depth_mean, straggle)
skewness = -0.5


def skewed_density(z):
    return norm.pdf(z) * (1 + skewness / 6 * (z**3 - 3 * z))


q_skewed = quad(skewed_density, (bin_low - depth_mean) / straggle,
                (bin_high - depth_mean) / straggle)[0]
q_mixed = (1 - channelled) * q + channelled * tail_bin(bin_low, bin_high)
diffusion_rms = 10.0
q_annealed = gaussian_bin(bin_low, bin_high, np.hypot(straggle, diffusion_rms))
nuclear_energy_eV, displacement_eV, damage_depth = 8000.0, 15.0, 200.0
displaced_per_ion = 0.4 * nuclear_energy_eV / displacement_eV
lattice_cm = physical_constants['lattice parameter of silicon'][0] * 100
silicon_density = 8 / lattice_cm**3
displaced_fraction = (displaced_per_ion * dose / (damage_depth * 1e-7)
                      / silicon_density)

print(f"Exact mean weight: {weight_mean} (dimensionless)")
print(f"Exact weight variance: {weight_variance} (dimensionless)")
print(f"Sampled weights: {n_sample} draws")
print(f"Sampled mean weight: {sampled_mean:.4f} (dimensionless)")
print(f"Sampled weight variance: {sampled_variance:.4f} (dimensionless)")
print(f"Histories in example run: {histories}")
print(f"Predicted sd of total weight: {total_sd:.0f} (dimensionless)")
print(f"Sampled sd of total weight, {n_runs} runs: {totals.std():.1f}")
print(f"Relative sd of total weight: {100 * total_sd / histories:.2f} %")
print(f"Boron energy, rough: {energy_keV:.0f} keV")
print(f"Mean depth and straggle, rough: {depth_mean:.0f}, {straggle:.0f} nm")
print(f"Dose: {dose:.1e} cm^-2")
print(f"Dose per unit weight: {dose / histories:.1e} cm^-2")
print(f"Sd of represented dose: {dose * total_sd / histories:.1e} cm^-2")
print(f"Scored bin: {bin_low:.0f} to {bin_high:.0f} nm")
print(f"Bin probability q: {q:.5f} (dimensionless)")
print(f"Boron concentration in bin: {concentration:.3e} cm^-3")
print(f"Score variance without roulette: {variance_plain:.5f}")
print(f"Score variance with roulette: {variance_roulette:.5f}")
print(f"Relative error without roulette: {100 * error_plain:.2f} %")
print(f"Relative error with roulette: {100 * error_roulette:.2f} %")
print(f"Concentration error without: {concentration * error_plain:.2e} cm^-3")
print(f"Concentration error with: {concentration * error_roulette:.2e} cm^-3")
print(f"Reused draw, same bin, mean score: {biased_deep:.5f}")
print(f"Mirror bin: {mirror_low:.0f} to {mirror_high:.0f} nm")
print(f"Reused draw, mirror bin, mean score: {biased_shallow:.5f}")
print(f"Variance x time ratio, all play, best case: {uniform_work:.4f}")
print(f"Channelled share, rough: {100 * channelled:.0f} %")
print(f"Channelled tail length, rough: {tail_length:.0f} nm")
print(f"Deep bin: {deep_low:.0f} to {deep_high:.0f} nm")
print(f"Deep-bin probability, non-channelled: {q_random:.3e}")
print(f"Deep-bin probability, channelled: {q_channelled:.3e}")
print(f"Deep-bin probability, all ions: {q_deep:.3e}")
print(f"Deep variance ratio, selective/plain: {deep_selective/deep_plain:.3f}")
print(f"Selective efficiency gain, equal costs: {gain_equal:.2f} times")
print(f"Selective gain, channelled cost doubled: {gain_double:.2f} times")
print(f"Gaussian part outside surface: {100 * outside_surface:.2f} %")
print(f"Skewness, rough: {skewness:.1f} (dimensionless)")
print(f"Change of q by skewness: {100 * (q_skewed / q - 1):+.1f} %")
print(f"Change of q by channelling: {100 * (q_mixed / q - 1):+.1f} %")
print(f"Deep-bin rise by channelling: {q_deep / q_random:.1f} times")
print(f"Anneal diffusion rms, rough: {diffusion_rms:.0f} nm")
print(f"Change of q by anneal: {100 * (q_annealed / q - 1):+.1f} %")
print(f"Nuclear energy loss per ion, rough: {nuclear_energy_eV/1000:.0f} keV")
print(f"Displacement energy, rough: {displacement_eV:.0f} eV")
print(f"Damage depth, rough: {damage_depth:.0f} nm")
print(f"Displaced atoms per ion, no recombination: {displaced_per_ion:.0f}")
print(f"Silicon atom density: {silicon_density:.2e} cm^-3")
print(f"Displaced-atom fraction: {100 * displaced_fraction:.2f} %")
print("all assertions hold")
```

It prints:

```
Exact mean weight: 1 (dimensionless)
Exact weight variance: 4 (dimensionless)
Sampled weights: 2000000 draws
Sampled mean weight: 1.0000 (dimensionless)
Sampled weight variance: 4.0000 (dimensionless)
Histories in example run: 10000
Predicted sd of total weight: 200 (dimensionless)
Sampled sd of total weight, 2000 runs: 200.4
Relative sd of total weight: 2.00 %
Boron energy, rough: 30 keV
Mean depth and straggle, rough: 110, 40 nm
Dose: 1.0e+13 cm^-2
Dose per unit weight: 1.0e+09 cm^-2
Sd of represented dose: 2.0e+11 cm^-2
Scored bin: 150 to 160 nm
Bin probability q: 0.05301 (dimensionless)
Boron concentration in bin: 5.301e+17 cm^-3
Score variance without roulette: 0.05020
Score variance with roulette: 0.26222
Relative error without roulette: 4.23 %
Relative error with roulette: 9.66 %
Concentration error without: 2.24e+16 cm^-3
Concentration error with: 5.12e+16 cm^-3
Reused draw, same bin, mean score: 0.00000
Mirror bin: 60 to 70 nm
Reused draw, mirror bin, mean score: 0.26560
Variance x time ratio, all play, best case: 1.0448
Channelled share, rough: 10 %
Channelled tail length, rough: 60 nm
Deep bin: 250 to 260 nm
Deep-bin probability, non-channelled: 1.442e-04
Deep-bin probability, channelled: 1.489e-02
Deep-bin probability, all ions: 1.618e-03
Deep variance ratio, selective/plain: 1.321
Selective efficiency gain, equal costs: 2.70 times
Selective gain, channelled cost doubled: 2.19 times
Gaussian part outside surface: 0.30 %
Skewness, rough: -0.5 (dimensionless)
Change of q by skewness: +16.2 %
Change of q by channelling: +4.9 %
Deep-bin rise by channelling: 11.2 times
Anneal diffusion rms, rough: 10 nm
Change of q by anneal: +0.7 %
Nuclear energy loss per ion, rough: 8 keV
Displacement energy, rough: 15 eV
Damage depth, rough: 200 nm
Displaced atoms per ion, no recombination: 213
Silicon atom density: 4.99e+22 cm^-3
Displaced-atom fraction: 0.21 %
all assertions hold
```
